# Quadratic Sputter Yield of an Ideal Line Heat Spike

## The result and its conditions

A fast ion leaves heat $F$ per unit length along a straight, infinitely thin track normal to the surface of a solid. The heat spreads by diffusion, and atoms evaporate where the track meets the surface. The number of atoms evaporated per ion is

$$
Y=\frac{N k^2F^2}{16\sqrt2\,\pi\,C\kappa\,M^{1/2}U^{3/2}} .
\tag{1}
$$

Here $N$ is the atom density, $M$ the atomic mass, $U$ the surface barrier energy, $C$ the heat capacity per volume, $\kappa$ the thermal conductivity and $k$ Boltzmann's constant. The diffusivity is $D=\kappa/C$.

Equation (1) holds under these assumptions:

- the deposited energy appears as heat at $t=0$ on a line of zero width;
- the solid starts at zero temperature, and $C$ and $\kappa$ are constant;
- the track is long compared with the distance heat diffuses during emission;
- evaporation removes negligible heat and leaves the surface in place;
- the material stays at rest at fixed density, so energy moves only by conduction, not by pressure waves or flow.

The emission law also needs a model. Let the atoms at the surface have a Maxwell distribution at the local temperature $T$, and let an atom escape if its normal kinetic energy exceeds $U$. With $v$ the outward normal velocity, the flux is

$$
\Phi(T)=N\sqrt{\frac{M}{2\pi kT}}\int_{\sqrt{2U/M}}^{\infty}v\,e^{-Mv^2/2kT}\,dv
=N\sqrt{\frac{kT}{2\pi M}}\;e^{-U/kT}.
\tag{2}
$$

The integral equals $(kT/M)e^{-U/kT}$, which gives the second form.

Without evaporative cooling no heat crosses the surface. A normal line then produces a temperature independent of depth, and the problem is two-dimensional:

$$
T(r,t)=\frac{F}{4\pi\kappa t}\,e^{-r^2/4Dt}.
\tag{3}
$$

The prefactor follows from the heat balance. Since $\int_0^\infty 2\pi r\,e^{-r^2/4Dt}dr=4\pi Dt$, the heat per length is $C\,(F/4\pi\kappa t)\,4\pi Dt=F$. The yield to be evaluated is

$$
Y=\int_0^\infty dt\int_0^\infty 2\pi r\,dr\;\Phi\bigl(T(r,t)\bigr).
\tag{4}
$$

## First derivation: counting hot area and time

This derivation asks how much surface area, for how long, is hotter than a given temperature $T$.

By equation (3), the centre cools to $T$ at the time

$$
t_T=\frac{F}{4\pi\kappa T}.
$$

At an earlier time $t$ the central temperature is $T\,t_T/t$. The radius at which the temperature equals $T$ therefore satisfies $e^{-r^2/4Dt}=t/t_T$, and the area inside it is

$$
A(T,t)=\pi r^2=4\pi Dt\,\ln\frac{t_T}{t},\qquad 0<t<t_T .
$$

The area starts at zero, grows as heat spreads, and returns to zero at $t_T$. Its time integral follows by putting $t=t_Tu$ and using $\int_0^1u\ln(1/u)\,du=1/4$:

$$
V(T)=\int_0^{t_T}A\,dt=4\pi D\,t_T^2\cdot\frac14=\pi D\,t_T^2
=\frac{F^2}{16\pi C\kappa T^2}.
\tag{5}
$$

The last form uses $D/\kappa^2=1/(C\kappa)$. One factor of $F$ comes from the area scale and the other from the duration: a hotter track heats a wider patch, and the patch stays hot longer.

The amount of area times time with temperature between $T$ and $T+dT$ is $-V'(T)\,dT$, where $-V'(T)=F^2/(8\pi C\kappa T^3)$. Hence

$$
Y=\frac{F^2}{8\pi C\kappa}\int_0^\infty\frac{\Phi(T)}{T^3}\,dT .
\tag{6}
$$

The quadratic law is already present for any flux that depends on temperature alone, provided the integral converges. At the lower end $\Phi$ must vanish faster than $T^2$; at the upper end it must grow more slowly than $T^2$. Equation (2) meets both conditions.

Insert equation (2) and set $x=U/kT$, so that $T=U/(kx)$ and $|dT|=U\,dx/(kx^2)$. Then

$$
\int_0^\infty T^{-5/2}e^{-U/kT}dT
=\left(\frac{k}{U}\right)^{3/2}\int_0^\infty x^{5/2-2}e^{-x}dx
=\left(\frac{k}{U}\right)^{3/2}\frac{\sqrt\pi}{2}.
$$

The yield is consequently

$$
Y=\frac{F^2}{8\pi C\kappa}\;N\sqrt{\frac{k}{2\pi M}}\left(\frac kU\right)^{3/2}\frac{\sqrt\pi}{2}.
$$

The numerical factors combine as $\frac18\cdot\frac{1}{\sqrt{2\pi}}\cdot\frac{\sqrt\pi}{2}=\frac{1}{16\sqrt2}$, and the powers of $k$ as $k^{1/2}k^{3/2}=k^2$. This is equation (1).

The integrand also gives the temperatures responsible for emission. The yield is distributed in $x$ with weight $x^{1/2}e^{-x}$. Because $kT=U/x$, its yield-weighted mean is

$$
\langle kT\rangle=U\,\frac{\Gamma(1/2)}{\Gamma(3/2)}=2U .
\tag{7}
$$

In this model much of the yield thus comes from material whose thermal energy is comparable with or above the barrier.

## Second derivation: similarity

This derivation obtains the power of $F$ without solving the heat equation. Let $C(T)$ and $\kappa(T)$ depend on temperature in any way that permits a unique thin-line solution:

$$
C(T)\,\partial_tT=\frac1r\,\partial_r\bigl(r\,\kappa(T)\,\partial_rT\bigr),
\qquad
\int_0^\infty2\pi r\,H(T)\,dr=F,
$$

where $H(T)=\int_0^TC(T')\,dT'$ is the heat content per volume. From a solution $T(r,t)$ define

$$
T_\lambda(r,t)=T(r/\lambda,\;t/\lambda^2).
$$

One time derivative and two space derivatives each produce $\lambda^{-2}$, while $C$ and $\kappa$ are evaluated at the same temperatures as before. So $T_\lambda$ also solves the equation. Its heat per length is $\lambda^2F$, because $r\,dr$ contributes $\lambda^2$. A line of zero width remains one of zero width. In equation (4), $r\,dr\,dt$ contributes $\lambda^4$, so

$$
Y(\lambda^2F)=\lambda^4\,Y(F)\quad\Longrightarrow\quad Y\propto F^2 .
\tag{8}
$$

A numerical test used constant $C$ and $\kappa\propto T^{1/2}$, for which the thin-line profile is known in closed form. Two values of $F$ in the ratio $1.3^3\approx2.2$ gave an exponent of 2.00000.

The coefficient still requires a specific solution. For constant $C$ and $\kappa$, define the time at which the centre has cooled to $kT=U$:

$$
t_U=\frac{Fk}{4\pi\kappa U}.
$$

Use the similarity variables $s=t/t_U$ and $a=r^2/4Dt$. Equation (3) becomes $kT/U=e^{-a}/s$. At fixed time $2\pi r\,dr=4\pi Dt\,da$, so

$$
Y=4\pi D\,t_U^2\,N\sqrt{\frac{U}{2\pi M}}
\int_0^\infty da\int_0^\infty ds\; s\,\frac{e^{-a/2}}{s^{1/2}}\,\exp(-s\,e^{a}).
$$

Integrate over time first, at fixed $a$. With $y=s\,e^a$,

$$
e^{-a/2}\int_0^\infty s^{1/2}e^{-se^a}ds
=e^{-a/2}\,e^{-3a/2}\,\Gamma(3/2)=\frac{\sqrt\pi}{2}\,e^{-2a},
$$

and $\int_0^\infty e^{-2a}da=1/2$. The double integral is $\sqrt\pi/4$, giving

$$
Y=\pi^{3/2}D\,t_U^2\,N\sqrt{\frac{U}{2\pi M}} .
\tag{9}
$$

Since $D\,t_U^2=F^2k^2/(16\pi^2C\kappa U^2)$, the factors of $\pi$ combine as $\pi^{3/2}\pi^{-2}\pi^{-1/2}=\pi^{-1}$, and equation (9) becomes equation (1).

This order of integration also gives the mean emission time. An extra factor $s$ changes the inner integral to $\Gamma(5/2)e^{-3a}$, whose integral over $a$ is $\Gamma(5/2)/3$. Dividing by $\Gamma(3/2)/2$ gives $\frac32\cdot\frac23=1$, so the mean emission time is $t_U$.

## What each derivation assumes

Both derivations need a thin line, a long track, a medium at rest and no evaporative heat loss. A cold target is needed for the coefficient and for a strictly finite yield; a uniform starting temperature is unchanged by the scaling, so the excess yield stays quadratic in $F$ as long as the late emission discussed below is negligible. They differ in what else they use.

The first uses the explicit Gaussian solution, and therefore constant $C$ and $\kappa$, but leaves $\Phi(T)$ free until the end. It gives the coefficient for any admissible emission law and shows which temperatures contribute.

The second also obtains the exponent when $C$ and $\kappa$ depend on temperature, provided a unique thin-line solution exists and its yield is finite, because it needs only the scaling of the equation. By itself it gives no coefficient; for that it returns to constant properties and equation (2).

The second also shows what can spoil the square: a fixed length or time that does not scale with the spike. A core radius, a track length and a cooling time to the electrons are examples. A fixed speed spoils it too, because $r/t$ scales as $1/\lambda$: expansion driven by thermal pressure travels at the speed of sound and gains on conduction as $F^{1/2}$. Evaporative cooling is another. For a surface held in place its boundary condition, with $z$ pointing into the solid, is

$$
\kappa\,\partial_zT=\Phi(T)\,(U+2kT).
$$

An escaping atom carries on average $U+kT$ in normal motion and $kT$ in transverse motion. Under the scaling, the left side changes by $1/\lambda$ and the right side not at all. In this fixed-surface model, cooling therefore strengthens relative to conduction as $\lambda\propto F^{1/2}$.

## A core of finite width

Suppose the initial temperature is $T_c\,e^{-r^2/\rho^2}$, with $T_c=F/(\pi C\rho^2)$. This is equation (3) at time $t_0=\rho^2/4D$, so the earlier part of the ideal history is missing. For $T<T_c$, equation (5) is replaced by

$$
V=\int_{t_0}^{t_T}4\pi Dt\ln\frac{t_T}{t}\,dt
=\pi D\left[t_T^2-t_0^2-2t_0^2\ln\frac{t_T}{t_0}\right].
$$

Differentiate using $dt_T/dT=-t_T/T$ and $t_0/t_T=T/T_c$:

$$
-V'(T)=\frac{2\pi D}{T}\,(t_T^2-t_0^2)
=\frac{F^2}{8\pi C\kappa T^3}\left(1-\frac{T^2}{T_c^2}\right).
$$

With $\xi=U/kT_c$, the ideal yield is multiplied by

$$
\eta(\xi)=\frac{2}{\sqrt\pi}\int_\xi^\infty x^{1/2}e^{-x}\left(1-\frac{\xi^2}{x^2}\right)dx .
\tag{10}
$$

The integrand vanishes at $x=\xi$, so differentiating the lower limit adds nothing, and

$$
\eta'=-\frac{4\xi}{\sqrt\pi}\,\Gamma(-\tfrac12,\xi),\qquad
\Gamma(-\tfrac12,\xi)=\int_\xi^\infty x^{-3/2}e^{-x}dx .
$$

Because $\xi\propto1/F$ at fixed $\rho$, the local exponent is

$$
p=\frac{d\ln Y}{d\ln F}=2-\frac{\xi\eta'}{\eta}
=2+\frac{4}{\sqrt\pi}\,\frac{\xi^2\,\Gamma(-\frac12,\xi)}{\eta}>2 .
\tag{11}
$$

For a hot core, $\xi\ll1$, expansion of equation (10) gives

$$
\eta\simeq1-\frac{16}{3\sqrt\pi}\,\xi^{3/2}+4\xi^2,
$$

and the square law is recovered. For a cool core, $\xi\gg1$, put $x=\xi+y$. The bracket in equation (10) is then about $2y/\xi$, and $\int_0^\infty y\,e^{-y}dy=1$, so $\eta\simeq4e^{-\xi}/\sqrt{\pi\xi}$ and $p\simeq\xi+5/2$. The yield then follows the activated emission of the core and rises much faster than $F^2$.

## A warm target

If the target starts at $T_b>0$, the temperature is $T_b+\theta$, with $\theta$ given by equation (3). At late times $\theta$ is small everywhere, and the excess emission rate tends to

$$
\int_0^\infty2\pi r\,\Phi'(T_b)\,\theta\,dr=\Phi'(T_b)\,\frac FC .
\tag{12}
$$

The rate is constant, so the excess yield of an infinite line grows without limit. For a track of finite length $L$ in a thick solid, heat also spreads into the depth, and the late rate is multiplied by $\operatorname{erf}(L/\sqrt{4Dt})$. This factor falls only as $t^{-1/2}$, so the excess yield still grows, as $t^{1/2}$. As long as evaporative heat loss is neglected, a finite yield requires a finite observation time or a heat sink, such as a boundary at a finite distance held at $T_b$. In reality each excess atom also removes energy, so the finite heat of the track limits the excess yield.

During the main emission the ambient temperature has a separate, finite effect. Replacing $T^{-3}$ in equation (6) by $(T-T_b)^{-3}\simeq T^{-3}(1+3T_b/T)$, and using $\langle x\rangle=3/2$, gives a first-order relative increase of $9kT_b/2U$.

## Example: cadmium under heavy-ion bombardment

The inputs are rough typical values: $U=1.2$ eV, $N=46$ nm$^{-3}$, $M=112$ u, and a lattice conductivity of 1 W/(m K). The heat capacity is set to $C=3Nk=1.905\times10^6$ J/(m$^3$ K), so $D=0.525$ nm$^2$/ps. The deposited heat is $F=2$ keV/nm.

The barrier temperature is $U/k=13\,925$ K and the mean emission time is $t_U=1.83$ ps. The velocity factor $\sqrt{U/2\pi M}$ is 0.406 nm/ps. Equation (9) gives

$$
Y=5.57\times0.525\times(1.83)^2\times46\times0.406\approx183\ \text{atoms/ion}.
$$

Direct quadrature of equation (4) also gives 182.8 atoms/ion. By $t_U$ the heat has spread to $\sqrt{4Dt_U}=1.96$ nm. At the track centre the emitted flux would remove a total depth $\int_0^\infty(\Phi/N)\,dt=\sqrt\pi\,t_U\sqrt{U/2\pi M}\approx1.3$ nm. This is not small beside the heated radius, so the assumption that the surface stays in place is only roughly met here.

For a core radius $\rho=1$ nm, $\xi=0.260$ and $\eta=0.811$, which lowers the yield to 148 atoms/ion. A finite-volume solution of the heat equation gives 149. With $\rho$ and the other parameters fixed, the approach to the square law within this model is slow. The removed depth relative to the heated radius grows as $F^{1/2}$, from 0.67 at 2 keV/nm to 1.3 at 8 keV/nm, so the last rows lie furthest from the fixed-surface assumption:

| $F$ (keV/nm) | ideal $Y$ | $Y$ with core | local exponent |
|---|---|---|---|
| 1 | 45.7 | 28.4 | 2.55 |
| 2 | 183 | 148 | 2.26 |
| 4 | 731 | 670 | 2.11 |
| 8 | 2926 | 2823 | 2.05 |

Adding evaporative cooling with a fixed surface to the 1 nm core at 2 keV/nm reduces the yield by 27 percent. The finite-volume values are 149 and 109 atoms/ion, and a grid twice as coarse gives 110 for the second; both fine-grid values are about half an atom too high, the converged ones being 148 and 108. Between $F$ and $1.25F$ the exponent is now 2.02, against 2.22 over the same interval without cooling.

These two numbers belong to the fixed-surface model and should not be read as properties of a real spike. The model charges the whole energy $U+2kT$ of each escaping atom to the material that remains. With $C=3Nk$, however, a removed atom takes its own heat $3kT$ with it. If the surface recedes, the remaining solid has to supply only $U-kT$ per atom, which is negative where $kT>U$. Much of the emission here occurs at $kT$ comparable with or above $U$, so the fixed-surface model strongly overstates the cooling, and its lowering of the exponent cannot be relied on.

The remaining effects were each applied alone to the thin line:

- **Ambient temperature of 300 K.** The excess yield in the first nanosecond is 203 atoms/ion, 11 percent above the ideal value; the first-order estimate is 10 percent. The late rate of equation (12) is $5\times10^{-4}$ atoms/s, negligible on this time scale.
- **Heat loss to cold electrons.** A rough coupling of $10^{17}$ W/(m$^3$ K) gives a cooling time of 19 ps. Multiplying equation (3) by the corresponding exponential decay lowers the yield to 146 atoms/ion, or by 20 percent.
- **Track length of 10 nm.** The surface temperature is multiplied by $\operatorname{erf}(L/\sqrt{4Dt})$, with $L$ the track length. The yield changes by about 0.02 percent.

Set beside a real cadmium target, the model has three larger uncertainties. The first is conductivity. A metal conducts heat mainly through its electrons, and the value 1 W/(m K) supposes that they do not share the spike's heat within a few picoseconds. If they carried it fully, with a rough conductivity of 50 W/(m K), equation (1) would give only 3.7 atoms/ion. The mean emission time would then be 0.037 ps, shorter than a typical period of atomic vibration, so this number shows how sensitive the model is to $\kappa$ and is not a realistic yield. The second is the emission law. Only 2.6 percent of the ideal yield comes from below 3000 K, a rough scale for the critical temperature; the median emission temperature is about 11 800 K, and the 1 nm core starts near 54 000 K. Most of the predicted emission is thus an extrapolation of the barrier law to a dense, hot fluid, where $C=3Nk$ is also doubtful. Halving $C$ at fixed $\kappa$ would double the ideal yield. The third is the neglect of flow. With a rough bulk modulus of 42 to 50 GPa, sound crosses the heated radius of 1.96 nm in 0.8 to 0.9 ps, less than half of $t_U$, and the thermal pressure at the barrier temperature, about 50 GPa for a Grüneisen parameter near 2, is comparable with the bulk modulus. A real track would therefore expand during emission, and the square law need not be reached at large $F$. The chosen $F$ belongs to dense heavy-ion cascades; argon sputtering at a few hundred eV has too little energy to form such a track. The figure of 183 atoms/ion is a model value, not a prediction of a measured cadmium yield. The numerical output lists the inputs and the main results.

## Values computed for the example and the checks

```
Surface barrier U: 1.20 eV
Atom density N: 46.0 nm^-3
Atom mass M: 112.0 u
Lattice conductivity kappa: 1.00 W/(m K)
Heat capacity C = 3Nk: 1.9053e+06 J/(m^3 K)
Diffusivity D: 0.5249 nm^2/ps
Deposited heat F: 2.00 keV/nm
Barrier temperature U/k: 13925 K
Ideal yield, closed formula: 182.847 atoms/ion
Ideal yield, direct quadrature: 182.847 atoms/ion
Mean emission time: 1.831 ps
Diffusion radius sqrt(4Dt) at that time: 1.961 nm
Yield-weighted mean kT: 2.397 eV
Yield-weighted median temperature: 11771 K
Rough critical-temperature scale: 3000 K
Ideal yield share from below that scale: 2.57 percent
Exponent for kappa proportional to sqrt(T): 2.00000
Core radius rho: 1.00 nm
Initial core peak temperature: 53534 K
Core parameter xi: 0.2601
Core factor eta: 0.8110
Yield with core, formula: 148.289 atoms/ion
Yield with core, finite volumes: 148.923 atoms/ion
Local exponent with core: 2.2550
F = 1.0 keV/nm: ideal 45.71, core 28.40 atoms/ion, exponent 2.548
F = 2.0 keV/nm: ideal 182.85, core 148.29 atoms/ion, exponent 2.255
F = 4.0 keV/nm: ideal 731.39, core 669.71 atoms/ion, exponent 2.113
F = 8.0 keV/nm: ideal 2925.55, core 2823.40 atoms/ion, exponent 2.047
Evaporative sink strength: 0.2576 (dimensionless)
Yield with core and surface cooling: 108.66 atoms/ion
Same on coarser grid: 109.82 atoms/ion
Exponent with core and cooling, F to 1.25F: 2.019
Ambient temperature: 300 K
Thin-line excess yield with ambient, first 1 ns: 202.76 atoms/ion
Late constant excess rate: 4.998e-04 atoms/s
Rough electron coupling: 1.0e+17 W/(m^3 K)
Lattice-to-electron cooling time: 19.05 ps
Thin-line yield with cold-electron loss: 145.77 atoms/ion
Rough electronic conductivity: 50 W/(m K)
Ideal yield at that conductivity: 3.657 atoms/ion
Finite track length: 10.0 nm
Thin-line yield with finite track: 182.81 atoms/ion
```
